\section*{Comment on a Cartesian stability test for rhombohedral ferroelectric states}

\section{The argument under review}

The argument concerns a ferroelectric with a cubic parent phase whose polarization has three equal components, $\mathbf P=(p,p,p)$ with $p>0$. It runs as follows. The energy is stationary at this state. If one component is changed while the other two are held, the energy rises, whichever component is chosen. Three independent directions span polarization space, so the energy rises in every direction, and the rhombohedral state is stable.

The first three statements may all be true. The question is whether the last one follows from them.

I take uniform polarization, zero electric field and the sixth-order Landau--Devonshire energy density
\begin{align}
G={}&a_1\sum_i P_i^2+a_{11}\sum_i P_i^4+a_{12}\sum_{i<j}P_i^2P_j^2+a_{111}\sum_i P_i^6\nonumber\\
&+a_{112}\left[P_1^4(P_2^2+P_3^2)+P_2^4(P_1^2+P_3^2)+P_3^4(P_1^2+P_2^2)\right]\nonumber\\
&+a_{123}P_1^2P_2^2P_3^2 .
\label{eq:G}
\end{align}
Strain is either absent or already eliminated at zero or fixed hydrostatic stress, which preserves the cubic symmetry, so the coefficients are those of the remaining energy of $\mathbf P$. ``Curvature along a Cartesian axis'' means $\partial^2G/\partial P_i^2$ at the rhombohedral state, not at $\mathbf P=0$.

\section{The Hessian at the rhombohedral state}

The first derivative is
\begin{align}
\frac{\partial G}{\partial P_1}={}&2a_1P_1+4a_{11}P_1^3+2a_{12}P_1(P_2^2+P_3^2)+6a_{111}P_1^5\nonumber\\
&+a_{112}\left[4P_1^3(P_2^2+P_3^2)+2P_1(P_2^4+P_3^4)\right]+2a_{123}P_1P_2^2P_3^2 .
\label{eq:grad}
\end{align}
At $(p,p,p)$ the $a_{112}$ bracket is $8p^5+4p^5=12p^5$. Setting the derivative to zero and dividing by $2p$ gives
\begin{equation}
a_1+2(a_{11}+a_{12})p^2+(3a_{111}+6a_{112}+a_{123})p^4=0 .
\label{eq:stat}
\end{equation}
The other two components give the same equation by symmetry.

Differentiating Eq.~\eqref{eq:grad} again with respect to $P_1$ and then setting all components to $p$ gives
\begin{equation}
A\equiv\frac{\partial^2G}{\partial P_1^2}=2a_1+(12a_{11}+4a_{12})p^2+(30a_{111}+28a_{112}+2a_{123})p^4 .
\end{equation}
Equation~\eqref{eq:stat} supplies $2a_1=-4(a_{11}+a_{12})p^2-(6a_{111}+12a_{112}+2a_{123})p^4$. On insertion, the $a_{12}$ and $a_{123}$ terms cancel:
\begin{equation}
A=8a_{11}p^2+(24a_{111}+16a_{112})p^4 .
\label{eq:A}
\end{equation}
The mixed derivative is
\begin{equation}
\frac{\partial^2G}{\partial P_1\partial P_2}=4a_{12}P_1P_2+8a_{112}(P_1^3P_2+P_1P_2^3)+4a_{123}P_1P_2P_3^2,
\end{equation}
which at the state becomes
\begin{equation}
B=4a_{12}p^2+(16a_{112}+4a_{123})p^4 .
\label{eq:B}
\end{equation}

Since the three components are equivalent, every diagonal entry of the Hessian $H$ is $A$ and every off-diagonal entry is $B$. For a displacement $\boldsymbol\delta$,
\begin{equation}
(H\boldsymbol\delta)_i=A\delta_i+B\sum_{j\ne i}\delta_j=(A-B)\delta_i+B\sum_j\delta_j .
\end{equation}
If $\boldsymbol\delta\parallel(1,1,1)$, the sum is $3\delta_i$ and the eigenvalue is $\lambda_L=A+2B$. If $\sum_j\delta_j=0$, the last term vanishes and the eigenvalue is $\lambda_T=A-B$. Such displacements form the plane perpendicular to $[111]$, so $\lambda_T$ is a doublet. Subtracting Eq.~\eqref{eq:B} from Eq.~\eqref{eq:A} removes $a_{112}$:
\begin{equation}
\lambda_T=4p^2\left[2a_{11}-a_{12}+(6a_{111}-a_{123})p^2\right].
\label{eq:lamT}
\end{equation}

\section{Where the argument breaks}

All eigenvalues are positive when
\begin{equation}
-\frac A2<B<A .
\label{eq:condition}
\end{equation}
This requires $A>0$, but $A>0$ does not ensure it. If $B>A>0$, the energy rises to second order along $x$, $y$, $z$ and $[111]$, and falls throughout the transverse plane. The state is a saddle.

The faulty step is the passage from three spanning directions to all directions. A gradient is fixed by its components along three independent directions; a quadratic form is not fixed by its values on them. Here
\begin{equation}
\Delta G\simeq\frac A2(\delta_1^2+\delta_2^2+\delta_3^2)+B(\delta_1\delta_2+\delta_2\delta_3+\delta_3\delta_1),
\end{equation}
and moving one component alone makes every cross term zero. If one component grows while another shrinks by the same amount, the cross term is $-B\delta^2$, against a cost $A\delta^2$ from the squares. This exchange is a rotation of the polarization, to first order in $\delta$.

The same fact can be read from the eigenvectors. The unit vector along $x$ is
\begin{equation}
\hat{\mathbf x}=\frac1{\sqrt3}\,\frac{(1,1,1)}{\sqrt3}+\sqrt{\frac23}\,\frac{(2,-1,-1)}{\sqrt6},
\end{equation}
so its squared weights are $1/3$ longitudinal and $2/3$ transverse, and
\begin{equation}
A=\frac{\lambda_L+2\lambda_T}{3}.
\end{equation}
The Cartesian curvature is the mean of the three eigenvalues. A stiff longitudinal mode hides a negative doublet whenever $\lambda_L>2|\lambda_T|$.

The test is also blind to $a_{12}$ at fixed $p$, even for finite steps. Let $P_1$ go from $p$ to $p+\delta$, with the others held. The $a_{12}$ term changes by $2a_{12}p^2[(p+\delta)^2-p^2]$. By Eq.~\eqref{eq:stat}, $a_1$ contains $-2a_{12}p^2$, which contributes the opposite amount. Raising $a_{12}$ at fixed $p$ thus lowers $\lambda_T$ but leaves no trace in such a scan.

\section{Two models that the test cannot tell apart}

I use round model parameters, not those of a material. Both models have $p=0.2\ \mathrm{C\,m^{-2}}$, $a_{11}=2\times10^8\ \mathrm{J\,m^5\,C^{-4}}$, $a_{111}=a_{123}=1\times10^9$ and $a_{112}=5\times10^8\ \mathrm{J\,m^9\,C^{-6}}$. Model S has $a_{12}=3\times10^8$ and model U has $a_{12}=9\times10^8\ \mathrm{J\,m^5\,C^{-4}}$. Equation~\eqref{eq:stat} then fixes $a_1=-5.12\times10^7$ for S and $-9.92\times10^7\ \mathrm{J\,m\,C^{-2}}$ for U.

With $p^2=0.04$ and $p^4=0.0016$ in SI units, Eq.~\eqref{eq:A} gives for both models
\begin{equation}
A=(6.40+3.84+1.28)\times10^7=1.152\times10^8\ \mathrm{J\,m\,C^{-2}} .
\end{equation}
Equation~\eqref{eq:B} gives, in the same unit,
\begin{align}
B_{\mathrm S}&=(4.80+1.28+0.64)\times10^7=6.72\times10^7,\\
B_{\mathrm U}&=(14.40+1.28+0.64)\times10^7=1.632\times10^8 .
\end{align}
Hence $\lambda_T=+4.80\times10^7$ in S and $-4.80\times10^7\ \mathrm{J\,m\,C^{-2}}$ in U. The longitudinal values are $2.496\times10^8$ and $4.416\times10^8$, both positive. At this $p$, the doublet changes sign at $a_{12}=2a_{11}+(6a_{111}-a_{123})p^2=6\times10^8\ \mathrm{J\,m^5\,C^{-4}}$.

Energy differences from Eq.~\eqref{eq:G} for steps of length $0.02\ \mathrm{C\,m^{-2}}$ show the same thing. A step along $+x$ costs $2.60\times10^4$ and one along $-x$ costs $2.04\times10^4\ \mathrm{J\,m^{-3}}$, identically in S and U. A step along $(1,-1,0)$ costs $9.68\times10^3$ in S but gains $9.50\times10^3\ \mathrm{J\,m^{-3}}$ in U. The quadratic estimate $\lambda_T(0.02)^2/2$ is $\pm9.60\times10^3$; the small differences come from higher orders.

To see where U goes, I integrated the overdamped descent $d\mathbf P/d\tau=-\partial G/\partial\mathbf P$ numerically from 24 transverse displacements of length $0.001\ \mathrm{C\,m^{-2}}$, spaced by $15^\circ$ and avoiding the mirror planes. In S all 24 returned to the rhombohedral state. In U all 24 ended in tetragonal states with $P=0.356\ \mathrm{C\,m^{-2}}$.

Numerical minimization of $G$ along $[100]$ and $[110]$ gives the competing stationary states of U. The energy densities are $-6.18\times10^6$ (rhombohedral), $-6.59\times10^6$ (orthorhombic) and $-7.32\times10^6\ \mathrm{J\,m^{-3}}$ (tetragonal). The tetragonal Hessian is positive; the orthorhombic one has a single negative eigenvalue, so that state is a saddle as well.

\section{The quartic limit}

Set the sixth-order coefficients to zero, with $a_1<0$, $a_{11}>0$ and $a_{12}>-a_{11}$. The last two conditions keep the energy bounded below: for negative $a_{12}$, use $\sum_{i<j}P_i^2P_j^2\le\sum_iP_i^4$. Then
\begin{equation}
p^2=\frac{-a_1}{2(a_{11}+a_{12})},\qquad A=8a_{11}p^2>0,\qquad \lambda_T=4p^2(2a_{11}-a_{12}).
\end{equation}
The Cartesian test is passed for every allowed $a_{12}$, so here the sign of $A$ carries no information about stability; only its size, compared with $a_1$, does, since $\lambda_T>0$ exactly when $A>4|a_1|/3$.

The rhombohedral energy is $G_R=3a_1p^2+3(a_{11}+a_{12})p^4$. Since $(a_{11}+a_{12})p^2=-a_1/2$, this equals $\tfrac32a_1p^2$. For a tetragonal state, $P^2=-a_1/(2a_{11})$ and $G_T=a_1P^2+a_{11}P^4=\tfrac12a_1P^2$. Therefore
\begin{equation}
G_R=-\frac{3a_1^2}{4(a_{11}+a_{12})},\qquad G_T=-\frac{a_1^2}{4a_{11}} .
\end{equation}
The tetragonal state is lower when $a_{11}+a_{12}>3a_{11}$, that is, when $a_{12}>2a_{11}$. In this model the energy order and the sign of $\lambda_T$ change together. That is a result of the quartic form; in general a Hessian says nothing about the energy of a distant state.

For $a_{12}\gg a_{11}$, $p^2\to-a_1/(2a_{12})$, so $\lambda_T\to2a_1=-2|a_1|$, while $\lambda_L=8(a_{11}+a_{12})p^2=4|a_1|$. Their weighted mean $A$ tends to zero from above: the test is still passed when the instability is strongest.

\section{Conditions and the marginal case}

With sixth-order terms the verdict can depend on temperature through $p$. Suppose that $a_1$ alone varies, $a_{12}>2a_{11}$ and $6a_{111}>a_{123}$. Equation~\eqref{eq:lamT} is then negative at small $p$ and positive for
\begin{equation}
p^2>\frac{a_{12}-2a_{11}}{6a_{111}-a_{123}} .
\end{equation}
A rhombohedral state that is a saddle at small polarization can become locally stable at larger polarization.

If $A=B$, the quadratic cost of a transverse displacement vanishes and higher orders decide. In the quartic model this happens at $a_{12}=2a_{11}$, where $G=a_1P^2+a_{11}P^4$ with $P=|\mathbf P|$, and all directions have equal energy. In that model the verdict is neutral, not stable. With sixth-order terms and $A=B$, the energy along $\boldsymbol\delta=t(2,-1,-1)$ starts with $16p^3(3a_{111}-3a_{112}+a_{123})t^3$, which is negative for one sign of $t$, so the state is unstable unless that coefficient vanishes. If it vanishes, Eq.~\eqref{eq:G} becomes $f(P^2)+\left[a_{12}-2a_{11}+(a_{112}-3a_{111})P^2\right]\sum_{i<j}P_i^2P_j^2$; the bracket is zero at $P^2=3p^2$, so $G$ is constant on that sphere. Likewise, at $\lambda_L=0$ the energy along $t(1,1,1)$ starts with $8p^3(3a_{111}+6a_{112}+a_{123})t^3$, and is flat along the line if this vanishes. Within Eq.~\eqref{eq:G} a marginal state is therefore never a strict minimum.

The analysis covers uniform changes of $\mathbf P$ at zero field. Positive eigenvalues establish local stability within that set; they do not exclude a lower state elsewhere, or an instability towards a nonuniform pattern.

\section{Recommendation}

The claim of stability should be withdrawn unless Eq.~\eqref{eq:condition} is established; within Eq.~\eqref{eq:G} a marginal state is not a strict minimum. The Cartesian scan can be kept as a means of rejection, since $A<0$ rules out a minimum. By symmetry two other scans suffice at second order: one along $[111]$, which gives $\lambda_L$, and one along $(1,-1,0)$, which gives $\lambda_T$ for the whole transverse plane.

All numerical values are calculated from the stated model.
